# Why Clustered Boron Peaks Stay Put While Their Tails Diffuse

## Definitions and the claim

Let $C(x,t)$ be the total boron concentration at depth $x$ in silicon, and let $S$ be its substitutional part. Substitutional boron is a fully ionized acceptor. A cluster contains $n$ boron atoms and $m$ interstitials; clusters have concentration $Q$, are neutral and do not move. Then

$$C=S+nQ. \tag{1}$$

Boron moves as neutral boron-interstitial pairs, so dilute that their contribution to (1) can be dropped. The supersaturation $s(x)$ is the concentration of neutral self-interstitials divided by its equilibrium value. It is taken as steady, held up by implant damage that supplies or absorbs interstitials as needed. The hole, electron and intrinsic carrier concentrations are $p$, $n_e$ and $n_i$, and the carriers are nondegenerate. The diffusivity $D$ refers to dilute boron at $s=1$. Concentrations are given in $U=10^{18}\ \mathrm{cm^{-3}}$, lengths in nm and times in s.

In this model a concentrated peak can be nearly immobile while its dilute tail diffuses at the full enhanced rate $Ds$. Trapping alone does not produce this split. The trapped fraction must rise with boron concentration steeply enough to overcome the hole enhancement of diffusion. The peak's immobility is also a matter of time: it loses boron slowly.

## Mass action at one depth

Suppose that reactions equilibrate locally. With concentrations measured in $U$, the dilute free energy per unit volume, divided by the thermal energy $k_BT$, is

$$\begin{aligned}
G={}&S(\ln S-1)+p\left(\ln\frac{p}{n_i}-1\right)+n_e\left(\ln\frac{n_e}{n_i}-1\right)\\
&+Q\left(\ln\frac{Q}{Ks^m}-1\right).
\end{aligned} \tag{2}$$

The constant $K$ contains the cluster binding energy. The factor $s^m$ appears because each cluster takes $m$ interstitials from a reservoir whose chemical potential is $k_BT\ln s$. Two constraints apply: total boron (1) is fixed, and charge neutrality requires $p-n_e=S$.

First vary $n_e$ at fixed $S$. Neutrality gives $dp=dn_e$, and since $d[y(\ln y-1)]=\ln y\,dy$, the minimum satisfies $\ln(p/n_i)+\ln(n_e/n_i)=0$, or $pn_e=n_i^2$. Next vary $Q$ at fixed $n_e$. Now $dS=-n\,dQ$ and $dp=dS$, so

$$-n\ln S-n\ln\frac{p}{n_i}+\ln\frac{Q}{Ks^m}=0.$$

Define the boron activity $a=Sp/n_i$. The last equation becomes

$$Q=Ks^ma^n. \tag{3}$$

A cluster forms from $n$ boron ions and $n$ holes, which is why $a$ appears and not $S$. To express $S$ through $a$, combine neutrality with $n_e=n_i^2/p$ to get $p-n_i^2/p=S$. Multiplication by $p$ gives $p^2=n_i^2+Sp=n_i^2+n_ia$. Hence

$$p=n_i\sqrt{1+\frac a{n_i}},\qquad S=\frac{an_i}{p}=\frac{a}{\sqrt{1+a/n_i}}. \tag{4}$$

The local relation between total boron and activity is therefore

$$C=\frac{a}{\sqrt{1+a/n_i}}+nKs^ma^n. \tag{5}$$

A direct numerical minimization of (2) tests the partition at the peak. Equation (5) is applied at every depth with the local $C$ and $s$; this is the spatially varying mass action.

## What drives the flux

A neutral pair forms from a boron ion, a neutral interstitial and a hole. Its equilibrium concentration is therefore $P=\kappa sa$, with $\kappa$ a constant. If pairs diffuse with diffusivity $d_P$, Fick's law gives $J=-d_P\,\partial P/\partial x$. Setting $D=\kappa d_P$ and using conservation of boron,

$$J=-D\frac{\partial(sa)}{\partial x},\qquad
\frac{\partial C}{\partial t}=D\frac{\partial^2(sa)}{\partial x^2}. \tag{6}$$

The surface is closed to boron, so $J=0$ there.

No separate electric-field term is needed. At uniform $s$, differentiating $a=Sp/n_i$ gives

$$J=-Ds\frac p{n_i}\left(\frac{\partial S}{\partial x}+S\frac{\partial\ln p}{\partial x}\right).$$

In equilibrium $\partial\ln p/\partial x=qE/(k_BT)$, where $q$ is the elementary charge and $E$ the field. The second term is thus the drift of a negative ion, with the Einstein relation for its mobility.

At uniform $s$, $a$ depends on position through $C$ alone. The chain rule turns (6) into Fick's law with $D_{\rm eff}=Ds/(\partial C/\partial a)$. Differentiating the first term of (5),

$$\begin{aligned}
\frac{dS}{da}&=\frac1{(1+a/n_i)^{1/2}}-\frac{a/(2n_i)}{(1+a/n_i)^{3/2}}
=\frac{1+a/(2n_i)}{(1+a/n_i)^{3/2}},\\
\frac{\partial C}{\partial a}&=\frac{dS}{da}+n^2Ks^ma^{n-1}.
\end{aligned} \tag{7}$$

This derivative is a storage capacity: the total boron that must be added to raise the activity by one unit. Large capacity means slow diffusion. For $n\ge2$ the dilute capacity is 1, so the tail has diffusivity $Ds$, and the peak is slower than the tail when its capacity exceeds 1.

Holes work against the split. Without clusters and for $a\gg n_i$, (4) gives $S\simeq p\simeq\sqrt{an_i}$ and (7) gives $dS/da\simeq\frac12\sqrt{n_i/a}$. Then $D_{\rm eff}/(Ds)\simeq2p/n_i$, and the peak diffuses faster than the tail. For $n\ge2$ the cluster capacity grows as $a^{n-1}$ and wins at sufficiently high concentration.

Under strong clustering, $C\simeq nKs^ma^n$ and $\partial C/\partial a\simeq nC/a$. Therefore

$$a\simeq\left(\frac{C}{nKs^m}\right)^{1/n},\qquad
\frac{D_{\rm eff}}{Ds}\simeq\frac{a}{nC}\propto C^{-(n-1)/n}. \tag{8}$$

The flux follows the gradient of $a$, and $a$ varies only as the $n$th root of $C$. A tall boron peak is a low hill in activity.

## Why trapping alone is not enough

Let $f=nQ/C$ be the clustered fraction. In the intrinsic limit $n_i\to\infty$ we have $S=a=(1-f)C$, so

$$\frac{\partial C}{\partial a}=1+n\frac{nQ}{a}=1+\frac{nf}{1-f},\qquad
\frac{D_{\rm eff}}{Ds}=\frac{1-f}{1+(n-1)f}. \tag{9}$$

The numerator counts the boron that is free. The denominator is an additional reduction, because extra boron goes preferentially into clusters when $n>1$.

For a trap holding one boron atom, $n=1$, the capacity is $dS/da+Ks^m$. Its second term is independent of concentration. With $y=a/n_i$, the first term has slope

$$\frac{d}{dy}\frac{1+y/2}{(1+y)^{3/2}}
=\frac{\frac12(1+y)-\frac32(1+\frac y2)}{(1+y)^{5/2}}
=-\frac{1+y/4}{(1+y)^{5/2}}<0.$$

Capacity falls as $a$ rises, so $D_{\rm eff}$ rises with concentration. At uniform $s$, single-boron traps cannot make the peak slower than the tail, however strongly they bind.

In the intrinsic limit and at uniform $s$, the $n=1$ case is solvable. Equation (5) becomes $C=(1+Ks^m)a$, and (6) is ordinary diffusion with constant diffusivity $Ds/(1+Ks^m)$. Far from the surface a Gaussian of width $\sigma$ remains Gaussian, with variance $\sigma^2+2Dst/(1+Ks^m)$. The whole profile slows by one common factor. This solution also serves as a test of the numerical integration.

## How long the peak lasts

At the maximum of a Gaussian, $\partial C/\partial x=0$ and $\partial^2C/\partial x^2=-C/\sigma^2$. For uniform $s$,

$$\frac{\partial^2a}{\partial x^2}
=\frac{da}{dC}\frac{\partial^2C}{\partial x^2}
+\frac{d^2a}{dC^2}\left(\frac{\partial C}{\partial x}\right)^2,$$

and the last term vanishes at the maximum. The initial fractional loss rate is therefore

$$-\frac1C\frac{\partial C}{\partial t}=\frac{D_{\rm eff}}{\sigma^2}. \tag{10}$$

Take an implant with peak $100\,U$, depth 100 nm and $\sigma=30$ nm, and a model cluster with $n=3$, $m=1$. Other round parameters are $D=0.005\ \mathrm{nm^2/s}$, $n_i=2\,U$ and a deep supersaturation of 1000. With $K=8.333\times10^{-5}\,U^{-2}$, solving (5) at the peak gives $a=7.284\,U$ and $S=3.381\,U$. The clustered boron is $100-3.381=96.62\,U$. From (7), the two parts of the capacity are

$$\frac{dS}{da}=\frac{1+7.284/4}{(1+7.284/2)^{3/2}}=0.28,\qquad
n\frac{nQ}{a}=\frac{3\times96.62}{7.284}=39.8.$$

Their sum is 40.1, so $D_{\rm eff}/(Ds)=0.025$. Since $Ds=5\ \mathrm{nm^2/s}$, the peak diffusivity is $0.125\ \mathrm{nm^2/s}$ and its loss time is $900/0.1248\approx7200$ s. A short simulated anneal at uniform $s$ tests this rate and agrees. The same time scale with the dilute diffusivity is $900/5=180$ s. An anneal of 300 s falls between the two times: dilute boron can spread over more than $\sigma$, while the peak loses only a few per cent.

The diffusivity does not fall monotonically from the tail upward. At $0.1\,U$ it is $1.04\,Ds$. For small $a$, (7) gives $dS/da\simeq1-a/n_i$, while the $n=3$ cluster term starts at order $a^2$; holes therefore produce a slight acceleration before clusters take over. At $1\,U$ and $10\,U$ the ratios are 0.73 and 0.12.

## The annealed profile

Now let $s$ rise from 500 at the surface towards 1000, as $s=1000-500\exp(-x/50\ \mathrm{nm})$, and anneal for 300 s. The concentration at 100 nm retains 96% of its initial value. The deep $50\,U$ contour moves inward by 1.0 nm, whereas the $0.1\,U$ contour advances from 211.5 to 290.5 nm, a shift of 79 nm.

The substitutional concentrations show the mechanism. Between 101 and 51 nm total boron drops from 95.8 to $26.4\,U$, a factor of 3.6, but $S$ drops only from 3.4 to $2.6\,U$. At 251 nm, by contrast, $0.369\,U$ of the $0.386\,U$ present is substitutional, so little of the boron there is clustered. Even this small part offsets most of the hole enhancement, because (7) weights clustered boron by $n$: the local diffusivity is about $1.04\,Ds$, against $1.21\,Ds$ at the same concentration without clusters.

Equation (8) also gives an estimate of the boundary between initial loss and gain. If $C$ is Gaussian with width $\sigma$, its $n$th root is Gaussian with width $\sqrt n\,\sigma$. The curvature of $a$, and with it the sign of $\partial C/\partial t$ at uniform $s$, changes at a distance $\sqrt n\,\sigma=52$ nm from the peak. This lies at 152 nm, where the initial concentration is $100e^{-3/2}=22\,U$. After 300 s the computed crossing is at 152.4 nm and $21.8\,U$. The estimate neglects the substitutional boron, the gradient of $s$ and the change of the profile during the anneal, so agreement this close is partly accidental. The crossing reflects the curvature of $a$; it is not the concentration at which clustering begins, which is much lower.

Control anneals separate the causes:

- Without clusters, 22% of the concentration at 100 nm remains. With the hole effect removed as well, 49% remains. The peak is not held by its shape or by the interstitial profile. The 22% is approximate: $n_i=2\,U$ corresponds to about 800 °C in silicon, where holes near $100\,U$ are already slightly degenerate.
- Single-boron traps, matched to the same trapped fraction at the initial peak for $s=1000$, retain 90%. Their $0.1\,U$ contour advances by only 11 nm, because the dilute diffusivity has also dropped, to $0.070\,Ds$. Peak and tail are both slowed, as derived above.
- Clusters with uniform $s=1000$ retain 96% and give a tail shift of 79 nm. In this example the split comes from the depth variation of boron, not from that of the interstitials.

Clusters do restrain the tail's advance: without them the $0.1\,U$ contour moves 288 nm. Much of that distance is due to hole enhancement in the unclustered core; with the hole effect removed as well, the shift is 107 nm. The dilute tail has its full diffusivity, but the core feeding it has a low activity.

## What interstitials do to the peak

More interstitials speed up pairs and also favour clusters. To find the net effect, hold $C$ fixed in (5) and differentiate:

$$0=\frac{\partial C}{\partial a}\,da+m\,nQ\,d\ln s.$$

Dividing by $a\,\partial C/\partial a$ gives $d\ln a$, and adding $d\ln s$ gives

$$\left.\frac{d\ln(sa)}{d\ln s}\right|_C=1-\frac{m\,nQ}{a\,\partial C/\partial a}
\longrightarrow1-\frac mn, \tag{11}$$

where the limit uses $a\,\partial C/\partial a\simeq n\,nQ$ for strong clustering. By (8), the peak diffusivity is then proportional to $sa$ at fixed $C$, and so scales as $s^{1-m/n}$. For $m=1$, $n=3$, doubling $s$ doubles the tail diffusivity but raises the peak diffusivity by about $2^{2/3}=1.6$. Interstitials make the peak leak faster in absolute terms while widening its contrast with the tail. At $m=n$ the leakage is nearly independent of $s$, and for $m>n$ it decreases. With the cluster term kept equal at $s=1000$, the computed exponents of $sa$ in (11) for $m=1,3,4$ are 0.67, 0.01 and $-0.32$. Those of $D_{\rm eff}$ itself differ slightly because of the substitutional terms: 0.66, $-0.01$ and $-0.35$.

When $s$ varies in depth, the strongly clustered flux follows from (6) and (8):

$$J\simeq-Dsa\left[\left(1-\frac mn\right)\frac{\partial\ln s}{\partial x}
+\frac1n\frac{\partial\ln C}{\partial x}\right]. \tag{12}$$

For $m<n$, boron flows towards smaller $s$ even where $C$ is flat. Here that direction is towards the surface. The concentration 1 nm below the surface ends at $5.2\,U$, compared with $4.4\,U$ for uniform $s$. Most of the rise from the initial $0.43\,U$ thus occurs without an interstitial gradient.

## Where the explanation fails

The first limit is time. After 3000 s the concentration at 100 nm has fallen to 64% of its initial value. Equilibrium clusters delay the peak's decay; they do not prevent it.

The second is reaction speed. Let clusters relax according to $\partial Q/\partial t=k(Ks^ma^n-Q)$. Their departure from mass action is $(\partial Q/\partial t)/k$, which is small if $k$ times the evolution time is large. A kinetic calculation with explicit pairs, substitutional boron and clusters tests the reduction to (6), using a pair range of 1 nm. The summed absolute profile difference, relative to total boron, is 0.4% for $k=0.01\ \mathrm{s^{-1}}$ and 0.02% for $k=1\ \mathrm{s^{-1}}$. This measure has a small natural scale, since the unannealed profile differs from the annealed one by only 7%; at $k=0.01\ \mathrm{s^{-1}}$ the $0.1\,U$ contour moves 83 nm instead of 79 nm. In the opposite limit $k\to0$, existing clusters are frozen: the same starting state then keeps 99% of the peak while the $0.1\,U$ contour moves 87 nm. A retained peak with a diffusing tail therefore does not establish local equilibrium, and no value of $k$ for real clusters is derived here. The local flux law also requires a pair range much shorter than the profile width; with longer ranges it becomes inaccurate, especially in the tail.

The third is the interstitial supply. After the 300 s anneal the clusters contain $2.3\times10^{14}\ \mathrm{cm^{-2}}$ interstitials, against a boron dose of $7.5\times10^{14}\ \mathrm{cm^{-2}}$: about 0.31 per implanted atom. The starting profile is already clustered and holds slightly more, so this amount is drawn when the clusters first form; the anneal itself releases about 1% of it. If the damage cannot buffer such an amount, $s$ must obey its own conservation equation, including capture and release by clusters. As $s$ falls, both the tail diffusivity $Ds$ and the cluster term $nKs^ma^n$ decrease.

Finally, a single cluster species stands in for what may be a distribution of sizes, and the parameters are not fitted to a measured implant. The chosen $K$ should not be carried over to $s=1$: there it leaves only about two thirds of $10\,U$ substitutional, whereas silicon near 800 °C holds roughly $30\,U$ of active boron in equilibrium. The numbers illustrate the mechanism; the numerical output below gives the main values.

## Values computed for the example and the checks

```
Concentration unit U = 1e18 cm^-3
D = 5.000e-03 nm^2/s; ni = 2.0 U; anneal = 300 s
s: surface 500, deep 1000, length 50 nm
implant: peak 100 U, depth 100 nm, sigma 30 nm
cluster: n = 3, m = 1, K = 8.3333e-05 U^-2; a0 = 2.0 U
boron dose = 7.517e+14 cm^-2
peak at deep s: activity 7.284 U, substitutional 3.381 U
peak clustered fraction at deep s = 0.9662
C =   0.1 U: D_eff/(D s) = 1.0422
C =   1.0 U: D_eff/(D s) = 0.7295
C =  10.0 U: D_eff/(D s) = 0.1249
C = 100.0 U: D_eff/(D s) = 0.0250
dilute D s = 5.000 nm^2/s; peak D_eff = 0.1248 nm^2/s
initial peak loss time sigma^2/D_eff = 7214 s
loss time from short anneal = 7219 s
same time scale with dilute D s = 180 s
m = 1: d ln(s a)/d ln s at peak = 0.6690
m = 3: d ln(s a)/d ln s at peak = 0.0070
m = 4: d ln(s a)/d ln s at peak = -0.3239
depth nm | initial U | final U | final substitutional U
1 | 4.318e-01 | 5.193e+00 | 1.881e+00
51 | 2.635e+01 | 2.642e+01 | 2.631e+00
101 | 9.994e+01 | 9.579e+01 | 3.397e+00
151 | 2.357e+01 | 2.342e+01 | 2.464e+00
201 | 3.457e-01 | 1.881e+00 | 1.110e+00
251 | 3.153e-04 | 3.859e-01 | 3.694e-01
301 | 1.788e-08 | 6.518e-02 | 6.511e-02
loss-to-gain crossing: 152.4 nm, 21.83 U
50.0 U contour: 135.3 to 134.3 nm, shift -1.0 nm
0.1 U contour: 211.5 to 290.5 nm, shift 79.0 nm
interstitials in clusters after anneal = 2.323e+14 cm^-2
Retention at 100 nm and shift of 0.1 U contour:
clusters, varying s: 0.9585, 79.0 nm
clusters, uniform s: 0.9587, 79.4 nm
single-boron traps: 0.8962, 11.4 nm
no clusters: 0.2231, 288.4 nm
no clusters, intrinsic: 0.4862, 107.1 nm
single-boron traps: 50 U shift = 0.9 nm
single-boron traps: dilute D_eff/(D s) = 0.0701
single-boron traps: peak D_eff/(D s) = 0.0738
final surface boron, uniform s = 4.402 U
clusters after 3000 s: retention = 0.6439
cluster exchange 0.01 /s: profile error = 3.56e-03
cluster exchange 1.00 /s: profile error = 1.64e-04
```
